Miller-Abrahams Hopping near Equilibrium as a Symmetric Resistor Network, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From hopping rates to resistors

In a strongly disordered semiconductor an electron near the Fermi level may occupy a state confined to a nanometre or so. It moves by tunnelling to another such state, and phonons supply or remove the difference in energy. A hop upward in energy is slower than the reverse hop, so the rates have a direction built into them. A resistor has no such direction: its conductance is the same whichever end is called the first. The question is how a set of unequal hopping rates can act, under a small voltage, as a network of ordinary resistors, and what the conductance of each resistor is.

### 1. Model and assumptions

The sites are numbered i = 1, 2, …, N. The distance between sites i and j is r_ij, and a is the localization length. Boltzmann's constant times the temperature is written kT. The electron charge is −e, with e > 0.

**Assumption A (sites).** Site i has one level of energy E_i and holds at most one electron. Spin degeneracy and the interaction between electrons on different sites are left out. In an electrostatic potential φ_i, the energy E_i includes the term −eφ_i.

**Assumption B (rates).** If site i is full and site j is empty, the electron hops from i to j at the Miller-Abrahams rate

W_ij = ν0 exp(−2r_ij/a) min[1, exp(−(E_j − E_i)/kT)].  (1)

The attempt frequency ν0 is a constant. The first exponential is the square of a tunnelling amplitude proportional to exp(−r_ij/a). The last factor is 1 for a downward hop and a Boltzmann factor for an upward hop.

**Assumption C (mean field).** Let f_i be the mean occupation of site i. The mean number of hops per second from i to j is taken as

Γ_ij = f_i (1 − f_j) W_ij.  (2)

The exact mean would contain the joint probability that i is full and j is empty. Equation (2) replaces it by a product. Without interaction this product is correct in equilibrium, where the sites are statistically independent. Under a current it is an approximation, whose consequences are treated in Part II.

**Assumption D (small departure).** The system is close to an equilibrium state with chemical potential μ and temperature T. The phonons stay at temperature T. Quantities of second order in the departure are dropped.

In equilibrium the occupation is the Fermi function

f_i = 1/(1 + exp(x_i)), with x_i = (E_i − μ)/kT.  (3)

Out of equilibrium, each occupation between 0 and 1 can still be written in this form if every site has its own chemical potential μ_i:

f_i = 1/(1 + exp[(E_i − μ_i)/kT]).  (4)

Equation (4) defines μ_i and assumes nothing further, since it can be solved for it: μ_i = E_i + kT ln[f_i/(1 − f_i)]. Because E_i contains −eφ_i, μ_i is an electrochemical potential. In equilibrium all μ_i equal μ, even if the electrostatic potential varies from site to site.

### 2. The theorem

**Theorem 1.** Under Assumptions A to D, the electric current from site i to site j is, to first order,

I_ij = G_ij (V_i − V_j), with V_i = −μ_i/e,  (5)

G_ij = e² Γ⁰_ij/kT.  (6)

Here Γ⁰_ij is the equilibrium flow of hops in one direction. It is symmetric, Γ⁰_ij = Γ⁰_ji, and equals

Γ⁰_ij = ν0 exp[−2r_ij/a − (|x_i| + |x_j| + |x_i − x_j|)/2] / D_ij,  (7)

D_ij = (1 + exp(−|x_i|)) (1 + exp(−|x_j|)), 1 < D_ij ≤ 4.  (8)

In terms of energies, the thermal part of the exponent is

(|E_i − μ| + |E_j − μ| + |E_i − E_j|)/(2kT).  (9)

The full exponent also contains the tunnelling term 2r_ij/a. The denominator D_ij belongs to the result at every temperature. It changes the conductance by at most a factor of 4, whereas the exponential in (9) can change it by many powers of ten when the energies are large compared with kT.

The proof rests on three lemmas. The first two give the linear law and the symmetry; the third gives the exponent.

### 3. Two lemmas on the ratio of flows

**Lemma 1 (detailed balance of the rates).** For any two sites,

W_ij/W_ji = exp[−(E_j − E_i)/kT].  (10)

*Proof.* The tunnelling factor is the same in both directions because r_ij = r_ji, so it cancels. If E_j ≥ E_i, the thermal factor of W_ij is exp[−(E_j − E_i)/kT] and that of W_ji is 1. Their ratio is (10). If E_j < E_i, the thermal factor of W_ij is 1 and that of W_ji is exp[−(E_i − E_j)/kT]. The ratio is then exp[(E_i − E_j)/kT], which is again (10). ∎

**Lemma 2 (ratio of flows out of equilibrium).** Within Assumptions A to C, and for departures of any size,

Γ_ij/Γ_ji = exp[(μ_i − μ_j)/kT].  (11)

*Proof.* Definition (4) gives

1 − f_i = exp[(E_i − μ_i)/kT]/(1 + exp[(E_i − μ_i)/kT]),

and division of f_i by this expression gives

f_i/(1 − f_i) = exp[−(E_i − μ_i)/kT].  (12)

From (2), the ratio of flows is a product of three ratios:

Γ_ij/Γ_ji = [f_i/(1 − f_i)] · [(1 − f_j)/f_j] · [W_ij/W_ji].

Insert (12) for site i, the inverse of (12) for site j, and (10). The exponent, multiplied by kT, is

−(E_i − μ_i) + (E_j − μ_j) − (E_j − E_i) = μ_i − μ_j.

The site energies cancel, which leaves (11). ∎

With all chemical potentials equal, (11) gives Γ⁰_ij = Γ⁰_ji. This is the symmetry of the network. The rates W_ij and W_ji remain unequal; the occupations compensate for the difference, because the lower site, from which hops are slower, is more often full.

The cancellation has a second consequence. An applied field changes site energies, hopping rates and occupations together. Equation (11) shows that the net flow vanishes whenever μ_i = μ_j, whatever the electrostatic energies are. The driving force is therefore the difference of electrochemical potential, and no separate term in the electric field appears.

### 4. Linearization

*Proof of (5) and (6).* The net number of electrons passing from i to j per second is Γ_ij − Γ_ji. Equation (11) allows Γ_ij to be eliminated:

Γ_ij − Γ_ji = Γ_ji (exp[(μ_i − μ_j)/kT] − 1).  (13)

The bracket has no term of zeroth order. Its expansion is

exp[(μ_i − μ_j)/kT] − 1 = (μ_i − μ_j)/kT + terms of second order.  (14)

The factor Γ_ji is its equilibrium value plus a small change. That change multiplies a bracket which is already of first order, so its contribution is of second order. Hence

Γ_ij − Γ_ji = Γ⁰_ij (μ_i − μ_j)/kT  (15)

to first order, where Γ⁰_ji has been replaced by the equal quantity Γ⁰_ij. Each electron carries the charge −e, so the electric current from i to j is

I_ij = −e (Γ_ij − Γ_ji) = −e Γ⁰_ij (μ_i − μ_j)/kT.

From V_i = −μ_i/e it follows that μ_i − μ_j = −e (V_i − V_j). The two minus signs cancel:

I_ij = (e² Γ⁰_ij/kT)(V_i − V_j).

This is (5) with the conductance (6). ∎

**Remark 1 (the kink of the rate).** The function min[1, exp(−ΔE/kT)] has a kink at ΔE = 0, where its derivative is undefined. The proof never differentiates it. It requires only that Γ_ji change little when the departure is small, which holds because the function is continuous. The linear law therefore covers two sites of equal energy that a field moves apart.

**Remark 2 (direct differentiation).** For E_i ≠ E_j the same result follows by collecting every first-order change. Let y_i = (E_i − μ_i)/kT. Definition (4) gives

d ln f_i = −(1 − f_i) dy_i, d ln(1 − f_i) = f_i dy_i.

Let θ = 1 if E_j > E_i and θ = 0 if E_j < E_i. Then

d ln W_ij = −θ (dE_j − dE_i)/kT,

d ln W_ji = (1 − θ)(dE_j − dE_i)/kT.

The change of ln Γ_ij minus the change of ln Γ_ji is therefore

−(1 − f_i) dy_i + f_j dy_j + (1 − f_j) dy_j − f_i dy_i − [θ + (1 − θ)](dE_j − dE_i)/kT

= dy_j − dy_i − (dE_j − dE_i)/kT.

Since dy_j = (dE_j − dμ_j)/kT, and likewise for i, this equals (dμ_i − dμ_j)/kT. Multiplication by the common equilibrium flow Γ⁰_ij gives (15). The occupations supply part of the cancellation and the rates supply the rest; a calculation that kept only one of the two would leave a false dependence on the electrostatic potential.

### 5. The equilibrium flow

**Lemma 3.** The equilibrium flow is

Γ⁰_ij = ν0 exp(−2r_ij/a) exp(−|x_i − x_j|/2)/[4 cosh(x_i/2) cosh(x_j/2)],  (16)

and this equals (7).

*Proof.* Multiply the numerator and denominator of (3) by exp(−x_i/2):

f_i = exp(−x_i/2)/[exp(−x_i/2) + exp(x_i/2)] = exp(−x_i/2)/[2 cosh(x_i/2)].

For site j, subtraction from 1 gives

1 − f_j = exp(x_j/2)/[2 cosh(x_j/2)].

The product of the two is

f_i (1 − f_j) = exp[(x_j − x_i)/2]/[4 cosh(x_i/2) cosh(x_j/2)].  (17)

The thermal factor of the rate is exp[−max(0, x_j − x_i)]. For any real number y,

max(0, y) = (y + |y|)/2,

because the right side is y for y ≥ 0 and 0 for y < 0. With y = x_j − x_i the thermal factor becomes

exp[−(x_j − x_i)/2] exp(−|x_j − x_i|/2).  (18)

Multiply (17) by (18). The factors exp[±(x_j − x_i)/2], whose exponents change sign when i and j are exchanged, cancel. What remains is (16), and it is symmetric by inspection.

To reach (7), use the evenness of the hyperbolic cosine:

2 cosh(x/2) = exp(|x|/2) + exp(−|x|/2) = exp(|x|/2) (1 + exp(−|x|)).

Applied to both sites, this puts exp[−(|x_i| + |x_j|)/2] in the numerator and D_ij in the denominator. Together with exp(−|x_i − x_j|/2) it gives (7). Each factor of D_ij lies above 1 and reaches 2 at x = 0, which proves the bounds in (8). ∎

This completes the proof of Theorem 1. The three absolute values have separate origins. The terms |x_i|/2 and |x_j|/2 come from the occupations. The term |x_i − x_j|/2 comes from the part of the Miller-Abrahams rate that is the same in both directions.

### 6. Assembling the network

In a steady state the mean occupation of each site is constant, so the net current out of it is zero. For a site without contact to an electrode,

Σ_j G_ij (V_i − V_j) = 0.  (19)

This is Kirchhoff's current law. A site coupled to a metal electrode has one more term. Let the electrode c have chemical potential μ_c and exchange electrons with site i elastically, at a bare rate γ_ic. Electrons enter at the mean rate γ_ic f_c (1 − f_i) and leave at γ_ic (1 − f_c) f_i, where f_c is the Fermi function of the electrode at the energy E_i. The net flow into the site is

γ_ic [f_c − f_c f_i − f_i + f_c f_i] = γ_ic (f_c − f_i).

Both occupations have the form (4) with the same energy E_i, and the derivative of that form with respect to its chemical potential is f(1 − f)/kT. To first order,

γ_ic (f_c − f_i) = γ_ic f⁰_i (1 − f⁰_i)(μ_c − μ_i)/kT,  (20)

where f⁰_i is the equilibrium occupation. The contact is thus a resistor of conductance

G_ic = e² γ_ic f⁰_i (1 − f⁰_i)/kT.  (21)

Its current is added to (19). The site voltages then follow from N linear equations, and the total conductance is the current through one electrode divided by the applied voltage.

## Part II. Limits, corrections and a worked network

The symbols carried over are these. Site i has energy E_i and reduced energy x_i = (E_i − μ)/kT, with μ the equilibrium chemical potential; its equilibrium occupation is f_i = 1/(1 + exp(x_i)). The hopping rate W_ij has the attempt frequency ν0, the tunnelling factor exp(−2r_ij/a) and a Boltzmann factor for upward hops. Part I showed that, in mean field and to first order, two sites are joined by the conductance

G_ij = (e²ν0/kT) exp[−2r_ij/a − S_ij/kT]/D_ij,  (22)

S_ij = (|E_i − μ| + |E_j − μ| + |E_i − E_j|)/2,  (23)

with D_ij = (1 + exp(−|x_i|))(1 + exp(−|x_j|)) between 1 and 4. An electrode coupled to site i at the bare rate γ_ic adds the conductance e²γ_ic f_i(1 − f_i)/kT.

### 7. Meaning of the exponent

**Corollary 1.** If both levels lie on the same side of μ, S_ij is the larger of |E_i − μ| and |E_j − μ|. If they lie on opposite sides, S_ij = |E_i − E_j|.

*Proof.* Let A = |E_i − μ| and B = |E_j − μ|. On the same side, |E_i − E_j| = |A − B|, and (A + B + |A − B|)/2 is the larger of A and B. On opposite sides, |E_i − E_j| = A + B, so S_ij = (A + B + A + B)/2 = A + B. ∎

For two levels above μ, the cost is that of having an electron at the upper level. For two levels below μ, it is that of having a hole at the lower one. For levels on opposite sides, the lower site is usually full and the upper one empty, and the cost is that of the upward hop.

**Corollary 2.** With site energies, distances and μ held fixed,

−kT ln[Γ⁰_ij/(ν0 exp(−2r_ij/a))] = S_ij + kT ln D_ij.  (24)

The last term lies between 0 and kT ln 4, so the left side tends to S_ij as T → 0. This is the sense in which (23) is the low-temperature exponent. The prefactor itself tends to the simple form with D_ij = 1 only if neither level coincides with μ. Each level at μ contributes a factor of exactly 2 to D_ij at any temperature.

In mean field and to first order in the departure from equilibrium, the hopping rates act as a network of symmetric resistors, with the conductance (22) and the low-temperature exponent (23). It remains to see what the choice of rate contributes, how the network compares with the full many-electron problem, and how large the neglected effects are in a worked example.
